# Folding the C Coupling of MP2-F12 into Effective V and B Matrices: a program that tests the result

```python
"""Result under test: in MP2-F12 the virtual-pair amplitudes t can be eliminated.
For each occupied pair ij the coupled equations
    D t + C c + g = 0,    C^T t + A c + V = 0,    A = B - (e_i+e_j) X
are equivalent to Bt c = -Vt with
    Bt = A - C^T D^-1 C,  Vt = V - C^T D^-1 g,
and the pair energy is -g D^-1 g - Vt Bt^-1 Vt.
D: orbital-energy denominators (positive); g: Coulomb integrals <ab|1/r12|ij>;
c: geminal amplitudes; V, X, B, C: F12 intermediates for Q12 f12 |kl>.
The factor f12 = sum_n a_n erf(omega_n r12)/r12, sum_n a_n = 0, is fitted to
-exp(-gamma r12)/gamma; its integrals are range-separated Coulomb integrals.
All intermediates are resolved in a finite union of the orbital basis and a
larger basis. Atomic units are used throughout.
In the arrays below C is stored with the geminal index first.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import erf
from scipy import constants
from pyscf import gto, scf, mp, ao2mo, lib

lib.num_threads(1)
gamma = 1.0

# Correlation factor: fit r*f12 by error functions whose coefficients sum to zero.
omegas = np.array([0.25, 0.5, 1.0, 2.0, 4.0, 8.0])
r_fit = np.geomspace(1e-3, 20, 800)
steps_fit = erf(np.outer(r_fit, omegas))
target = -r_fit * np.exp(-gamma * r_fit) / gamma
part = np.linalg.lstsq(steps_fit[:, :-1] - steps_fit[:, -1:], target,
                       rcond=None)[0]
factor_coef = np.append(part, -part.sum())
factor_error = np.abs(steps_fit @ factor_coef - target).max()
assert factor_error < 0.02


def factor(r):
    return erf(omegas * r) @ factor_coef / r


# Kernel f12/r12 = d_0/r12 + sum_n d_n erf(w_n r12)/r12, used for one check only.
kernel_omegas = np.geomspace(0.15, 60, 14)
design = np.hstack([np.ones((len(r_fit), 1)),
                    erf(np.outer(r_fit, kernel_omegas))])
factor_values = steps_fit @ factor_coef / r_fit
kernel_coef = np.linalg.lstsq(design, factor_values, rcond=1e-8)[0]
kernel_error = np.abs(design @ kernel_coef - factor_values).max()
assert kernel_error < 5e-3


def erf_integrals(molecule, widths, coefficients, aosym):
    """Sum of coefficient * two-electron integrals of erf(width*r12)/r12."""
    result = 0.0
    for width, coefficient in zip(widths, coefficients):
        with molecule.with_range_coulomb(width):
            result = result + coefficient * molecule.intor("int2e", aosym=aosym)
    return result


def kernel_integrals(molecule):
    """Integrals of f12/r12 over atomic orbitals, without index symmetry."""
    values = (kernel_coef[0] * molecule.intor("int2e")
              + erf_integrals(molecule, kernel_omegas, kernel_coef[1:], "s1"))
    return values.reshape((molecule.nao,) * 4)


# Both kinds of integral against a radial quadrature for two s-type densities.
alpha, beta, distance = 0.8, 1.3, 1.4
probe = gto.M(atom=[["H1", (0, 0, 0)], ["H2", (0, 0, distance)]], unit="Bohr",
              basis={"H1": [[0, [alpha, 1.0]]], "H2": [[0, [beta, 1.0]]]},
              verbose=0)
mu = 2 * alpha * beta / (alpha + beta)


def distance_density(r):
    return (r / distance * np.sqrt(mu / np.pi)
            * (np.exp(-mu * (r - distance)**2) - np.exp(-mu * (r + distance)**2)))


factor_quad = quad(lambda r: distance_density(r) * factor(r), 1e-10, 15,
                   epsabs=1e-11, limit=200)[0]
kernel_quad = quad(lambda r: distance_density(r) * factor(r) / r, 1e-10, 15,
                   epsabs=1e-11, limit=200)[0]
factor_int = erf_integrals(probe, omegas, factor_coef, "s1")
factor_int = factor_int.reshape(2, 2, 2, 2)[0, 0, 1, 1]
assert abs(factor_int - factor_quad) < 1e-7
assert abs(kernel_integrals(probe)[0, 0, 1, 1] - kernel_quad) < 5e-3

# Reference calculation in the orbital basis.
geometry = "O; H 1 0.96; H 1 0.96 2 104.5"
mol = gto.M(atom=geometry, basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-7
mf.kernel()
assert mf.converged
mp2_reference = mp.MP2(mf, frozen=1).kernel()[0]

# Orthonormal union basis: occupied, orbital-basis virtual, complementary.
union_basis = {el: gto.basis.load("cc-pvdz", el) + gto.basis.load("cc-pvtz", el)
               for el in ("O", "H")}
union = gto.M(atom=geometry, basis=union_basis, verbose=0)
overlap = union.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
keep = s_val > 1e-8
ortho = s_vec[:, keep] / np.sqrt(s_val[keep])
cross = gto.intor_cross("int1e_ovlp", union, mol)
inside = ortho.T @ cross @ mf.mo_coeff
n_obs = inside.shape[1]
assert np.allclose(inside.T @ inside, np.eye(n_obs), atol=1e-8)
outside = np.linalg.qr(inside, mode="complete")[0][:, n_obs:]
orbitals = ortho @ np.hstack([inside, outside])
n_all = orbitals.shape[1]
n_occ, n_core = mol.nelectron // 2, 1
density = 2 * orbitals[:, :n_occ] @ orbitals[:, :n_occ].T
coulomb_ao = union.intor("int2e", aosym="s8")
j_ao, k_ao = scf.hf.dot_eri_dm(coulomb_ao, density, hermi=1)
fock_ao = scf.hf.get_hcore(union) + j_ao - 0.5 * k_ao
e_virt, rotation = np.linalg.eigh(
    orbitals[:, n_occ:n_obs].T @ fock_ao @ orbitals[:, n_occ:n_obs])
orbitals[:, n_occ:n_obs] = orbitals[:, n_occ:n_obs] @ rotation
fock = orbitals.T @ fock_ao @ orbitals
assert np.allclose(np.diag(fock)[:n_obs], mf.mo_energy, atol=1e-6)
e_val = np.diag(fock)[n_core:n_occ]
f_vv = fock[n_occ:, n_occ:]
n_a, n_v, n_val = n_obs - n_occ, n_all - n_occ, n_occ - n_core


def pair_integrals(ao):
    """Return T[k,l,P,Q] = <PQ|operator|kl>, k,l valence, P,Q in the union."""
    occ = orbitals[:, n_core:n_occ]
    mo = ao2mo.incore.general(ao, (orbitals, occ, orbitals, occ), compact=False)
    return mo.reshape(n_all, n_val, n_all, n_val).transpose(1, 3, 0, 2)


coulomb = pair_integrals(coulomb_ao)
geminal = pair_integrals(erf_integrals(union, omegas, factor_coef, "s8"))


def adapted(tensor, i, j, sign):
    """Normalized spin-adapted pair, restricted to union virtual orbitals."""
    norm = 2.0 if i == j else np.sqrt(2.0)
    return ((tensor[i, j] + sign * tensor[j, i]) / norm)[n_occ:, n_occ:]


def apply_fock(pair_functions):
    return f_vv @ pair_functions + pair_functions @ f_vv


e_full, u_full = np.linalg.eigh(f_vv)
names = ("mp2", "folded", "coupled", "direct", "fixed", "no_c", "union")
total = dict.fromkeys(names, 0.0)
by_spin = {}
max_amp_diff = max_energy_diff = max_direct_diff = max_fixed_diff = 0.0
max_rho, max_steps, min_bt = 0.0, 0, np.inf
homo = n_val - 1
detail = {}

for sign, weight, cusp in ((1, 1, 0.5), (-1, 3, 0.25)):
    pairs = [(i, j) for i in range(n_val) for j in range(i + 1)
             if sign > 0 or i != j]
    n_g = len(pairs)
    raw = np.array([adapted(geminal, k, l, sign) for k, l in pairs])
    w = raw.copy()
    w[:, :n_a, :n_a] = 0.0
    X = np.einsum("kpq,lpq->kl", w, w)
    B = np.einsum("kpq,lpq->kl", w, apply_fock(w))
    f_ax = f_vv[:n_a, n_a:]
    C = (f_ax @ raw[:, n_a:, :n_a] + raw[:, :n_a, n_a:] @ f_ax.T)
    C = C.reshape(n_g, -1)

    # Independent variational space: virtual pairs and unprojected geminals.
    units = np.zeros((n_a * n_a, n_v, n_v))
    for a in range(n_a):
        for b in range(n_a):
            units[a * n_a + b, a, b] = 1.0
    span = np.concatenate([units, raw]).reshape(-1, n_v * n_v).T
    basis = np.linalg.qr(span)[0]
    moved = apply_fock(basis.T.reshape(-1, n_v, n_v)).reshape(-1, n_v * n_v)
    fock_span = basis.T @ moved.T
    fock_span = 0.5 * (fock_span + fock_span.T)
    spin_sum = 0.0

    for p, (i, j) in enumerate(pairs):
        e_pair = e_val[i] + e_val[j]
        source = adapted(coulomb, i, j, sign)
        g = source[:n_a, :n_a].ravel()
        V = np.einsum("kpq,pq->k", w, source)
        D = (e_virt[:, None] + e_virt[None, :] - e_pair).ravel()
        assert D.min() > 0
        A = B - e_pair * X
        shift_B = (C / D) @ C.T
        shift_V = (C / D) @ g
        Bt, Vt = A - shift_B, V - shift_V
        min_bt = min(min_bt, np.linalg.eigvalsh(Bt)[0])
        c = -np.linalg.solve(Bt, Vt)
        t = -(g + c @ C) / D
        e_mp2 = -np.sum(g * g / D)
        e_fold = e_mp2 + Vt @ c

        # Dense solution of the coupled amplitude equations.
        matrix = np.block([[np.diag(D), C.T], [C, A]])
        rhs = np.concatenate([g, V])
        amplitudes = -np.linalg.solve(matrix, rhs)
        e_coupled = rhs @ amplitudes
        max_amp_diff = max(max_amp_diff, np.abs(
            amplitudes - np.concatenate([t, c])).max())
        max_energy_diff = max(max_energy_diff, abs(e_coupled - e_fold))

        # Minimum of the functional in the independently built space.
        h = basis.T @ source.ravel()
        e_direct = -h @ np.linalg.solve(fock_span - e_pair * np.eye(len(h)), h)
        max_direct_diff = max(max_direct_diff, abs(e_direct - e_fold))

        # MP2 in the entire union virtual space gives the lower bound.
        rotated = u_full.T @ source @ u_full
        e_union = -np.sum(rotated**2 / (e_full[:, None] + e_full - e_pair))
        assert e_union <= e_fold + 1e-10 and e_fold <= e_mp2 + 1e-10

        # Fixed cusp amplitude: folded quadratic form against explicit function.
        e_fixed = e_mp2 + 2 * cusp * Vt[p] + cusp**2 * Bt[p, p]
        u = cusp * w[p]
        u[:n_a, :n_a] = (-(g + cusp * C[p]) / D).reshape(n_a, n_a)
        functional = (np.sum(u * (apply_fock(u) - e_pair * u))
                      + 2 * np.sum(u * source))
        max_fixed_diff = max(max_fixed_diff, abs(functional - e_fixed))
        assert e_fixed >= e_fold - 1e-10

        # Alternating solution and its contraction bound in the A-norm.
        rho = eigh(shift_B, A, eigvals_only=True)[-1]
        assert rho < 1
        c_it, steps = np.zeros(n_g), 0
        error = np.sqrt(c @ A @ c)
        while error**2 > 1e-10 and steps < 2000:
            t_it = -(g + c_it @ C) / D
            c_it = -np.linalg.solve(A, V + C @ t_it)
            new_error = np.sqrt((c_it - c) @ A @ (c_it - c))
            assert new_error <= rho * error * (1 + 1e-6) + 1e-9
            error, steps = new_error, steps + 1
        assert error**2 <= 1e-10
        max_rho, max_steps = max(max_rho, rho), max(max_steps, steps)

        e_no_c = e_mp2 - V @ np.linalg.solve(A, V)
        for key, value in zip(names, (e_mp2, e_fold, e_coupled, e_direct,
                                      e_fixed, e_no_c, e_union)):
            total[key] += weight * value
        spin_sum += weight * (e_fold - e_mp2)
        if sign > 0 and i == j:
            q = pairs.index((homo, homo))
            detail[i] = dict(V=V[q], dV=shift_V[q], Vt=Vt[q], A=A[q, q],
                             dB=shift_B[q, q], Bt=Bt[q, q], X=X[q, q],
                             B=B[q, q], c=c[q], mp2=e_mp2, fold=e_fold,
                             coupled=e_coupled, fixed=e_fixed, e=e_pair)
    by_spin[sign] = spin_sum

assert min_bt > 0
assert abs(total["mp2"] - mp2_reference) < 1e-7
assert max_amp_diff < 1e-7
assert max_energy_diff < 1e-10
assert max_direct_diff < 1e-9
assert max_fixed_diff < 1e-10

# Finite-union resolution of f12/r12 against its direct integral.
top = mf.mo_coeff[:, n_occ - 1]
fg_direct = np.einsum("pqrs,p,q,r,s->", kernel_integrals(mol), top, top, top,
                      top, optimize=True)
fg_resolved = np.sum(coulomb[homo, homo] * geminal[homo, homo])
assert abs(fg_resolved / fg_direct - 1) < 0.05

hartree_kj = (constants.value("Hartree energy") * constants.N_A / 1000)
d = detail[homo]
print("Water: OH = 0.96 angstrom, angle = 104.5 degrees")
print(f"gamma = {gamma:.1f} 1/bohr; correlation factor terms:")
for omega, coefficient in zip(omegas, factor_coef):
    print(f"  omega = {omega:.2f} 1/bohr, a = {coefficient:.8f} bohr^2")
print(f"largest error of r*f12 in factor fit = {factor_error:.1e} bohr^2")
print(f"largest error of f12 in kernel fit = {kernel_error:.1e} bohr")
print(f"orbital basis functions = {n_obs}")
print(f"union functions = {n_all}, complementary = {n_all - n_obs}")
print(f"valence occupied = {n_val}, orbital-basis virtual = {n_a}")
print(f"smallest union overlap eigenvalue = {s_val[0]:.2e}")
print(f"Hartree-Fock energy = {mf.e_tot:.8f} Eh")
print("Singlet pair of highest occupied orbital, diagonal elements:")
print(f"  e_i+e_j = {d['e']:.8f} Eh")
print(f"  B = {d['B']:.8f} Eh bohr^2")
print(f"  X = {d['X']:.8f} bohr^2")
print(f"  A = B-(e_i+e_j)X = {d['A']:.8f} Eh bohr^2")
print(f"  folded part C^T D^-1 C = {d['dB']:.8f} Eh bohr^2")
print(f"  effective B = {d['Bt']:.8f} Eh bohr^2")
print(f"  V = {d['V']:.8f} Eh bohr")
print(f"  folded part C^T D^-1 g = {d['dV']:.8f} Eh bohr")
print(f"  effective V = {d['Vt']:.8f} Eh bohr")
print(f"  optimized diagonal c = {d['c']:.6f} 1/bohr")
print(f"  pair MP2 energy = {d['mp2']:.8f} Eh")
print(f"  pair energy, folded = {d['fold']:.8f} Eh")
print(f"  pair energy, coupled = {d['coupled']:.8f} Eh")
print(f"  pair energy, fixed c=1/2 = {d['fixed']:.8f} Eh")
print("Same geminal, lowest valence occupied pair:")
print(f"  e_i+e_j = {detail[0]['e']:.8f} Eh")
print(f"  A = {detail[0]['A']:.8f} Eh bohr^2")
print(f"  folded part C^T D^-1 C = {detail[0]['dB']:.8f} Eh bohr^2")
print(f"  effective B = {detail[0]['Bt']:.8f} Eh bohr^2")
print("Total valence correlation energies:")
print(f"  MP2, orbital basis = {total['mp2']:.8f} Eh")
print(f"  MP2-F12, folded = {total['folded']:.8f} Eh")
print(f"  MP2-F12, coupled = {total['coupled']:.8f} Eh")
print(f"  MP2-F12, direct minimum = {total['direct']:.8f} Eh")
print(f"  MP2-F12, fixed amplitudes = {total['fixed']:.8f} Eh")
print(f"  MP2-F12, C neglected = {total['no_c']:.8f} Eh")
print(f"  MP2, union virtual space = {total['union']:.8f} Eh")
gain = total["folded"] - total["mp2"]
print(f"F12 correction = {gain:.8f} Eh = {gain * hartree_kj:.3f} kJ/mol")
print(f"  singlet part = {by_spin[1]:.8f} Eh")
print(f"  triplet part, weight 3 included = {by_spin[-1]:.8f} Eh")
print(f"error from neglecting C = {total['no_c'] - total['folded']:.8f} Eh")
print(f"largest amplitude difference (a.u.) = {max_amp_diff:.1e}")
print(f"largest folded-coupled difference = {max_energy_diff:.1e} Eh")
print(f"largest folded-direct difference = {max_direct_diff:.1e} Eh")
print(f"smallest effective-B eigenvalue = {min_bt:.3e} Eh bohr^2")
print(f"largest contraction factor rho = {max_rho:.6f}")
print(f"most alternating cycles to 1e-10 Eh = {max_steps}")
print(f"f12/r12 element, direct = {fg_direct:.8f} Eh bohr")
print(f"f12/r12 element, union sum = {fg_resolved:.8f} Eh bohr")
print(f"V element with direct f12/r12 = "
      f"{d['V'] + fg_direct - fg_resolved:.8f} Eh bohr")
print("checks complete")
```

It prints:

```
Water: OH = 0.96 angstrom, angle = 104.5 degrees
gamma = 1.0 1/bohr; correlation factor terms:
  omega = 0.25 1/bohr, a = 0.49583578 bohr^2
  omega = 0.50 1/bohr, a = 0.19731048 bohr^2
  omega = 1.00 1/bohr, a = -0.52560438 bohr^2
  omega = 2.00 1/bohr, a = -0.09523814 bohr^2
  omega = 4.00 1/bohr, a = -0.05792705 bohr^2
  omega = 8.00 1/bohr, a = -0.01437670 bohr^2
largest error of r*f12 in factor fit = 5.8e-03 bohr^2
largest error of f12 in kernel fit = 2.2e-04 bohr
orbital basis functions = 24
union functions = 82, complementary = 58
valence occupied = 4, orbital-basis virtual = 19
smallest union overlap eigenvalue = 8.63e-07
Hartree-Fock energy = -76.02665366 Eh
Singlet pair of highest occupied orbital, diagonal elements:
  e_i+e_j = -0.98590751 Eh
  B = 0.02176749 Eh bohr^2
  X = 0.00221809 bohr^2
  A = B-(e_i+e_j)X = 0.02395432 Eh bohr^2
  folded part C^T D^-1 C = 0.00016880 Eh bohr^2
  effective B = 0.02378552 Eh bohr^2
  V = -0.01094578 Eh bohr
  folded part C^T D^-1 g = -0.00023581 Eh bohr
  effective V = -0.01070996 Eh bohr
  optimized diagonal c = 0.438134 1/bohr
  pair MP2 energy = -0.01690651 Eh
  pair energy, folded = -0.02174947 Eh
  pair energy, coupled = -0.02174947 Eh
  pair energy, fixed c=1/2 = -0.02167009 Eh
Same geminal, lowest valence occupied pair:
  e_i+e_j = -2.67060911 Eh
  A = 0.02769114 Eh bohr^2
  folded part C^T D^-1 C = 0.00012053 Eh bohr^2
  effective B = 0.02757061 Eh bohr^2
Total valence correlation energies:
  MP2, orbital basis = -0.20182182 Eh
  MP2-F12, folded = -0.25400459 Eh
  MP2-F12, coupled = -0.25400459 Eh
  MP2-F12, direct minimum = -0.25400459 Eh
  MP2-F12, fixed amplitudes = -0.25291648 Eh
  MP2-F12, C neglected = -0.25656730 Eh
  MP2, union virtual space = -0.26257267 Eh
F12 correction = -0.05218277 Eh = -137.006 kJ/mol
  singlet part = -0.03785409 Eh
  triplet part, weight 3 included = -0.01432868 Eh
error from neglecting C = -0.00256271 Eh
largest amplitude difference (a.u.) = 4.4e-16
largest folded-coupled difference = 3.5e-18 Eh
largest folded-direct difference = 1.4e-17 Eh
smallest effective-B eigenvalue = 4.452e-03 Eh bohr^2
largest contraction factor rho = 0.010085
most alternating cycles to 1e-10 Eh = 2
f12/r12 element, direct = -0.26756384 Eh bohr
f12/r12 element, union sum = -0.26001203 Eh bohr
V element with direct f12/r12 = -0.01849758 Eh bohr
checks complete
```
